# Allowed total angular momenta of two equivalent electrons in jj coupling

## The question

Two electrons occupy the same subshell of an atom described by a central-field Dirac Hamiltonian. They share the principal quantum number $n$ and the relativistic quantum number $\kappa$, and therefore the same half-integer $j$ and the same radial functions. Such electrons are called equivalent. Their one-electron states differ in the projection $m=j,j-1,\dots,-j$ alone and are written $|m\rangle$.

Angular momenta are in units of $\hbar$. The phases of the states $|m\rangle$ are chosen so that

$$j_\pm|m\rangle=\sqrt{(j\mp m)(j\pm m+1)}\;|m\pm1\rangle .$$

The product $|m_1,m_2\rangle$ has electron 1 in $|m_1\rangle$ and electron 2 in $|m_2\rangle$. The total angular momentum is $\mathbf J=\mathbf j_1+\mathbf j_2$, and its eigenstates are

$$|JM\rangle=\sum_{m_1,m_2}C(m_1,m_2;JM)\,|m_1,m_2\rangle ,$$

where the real Clebsch-Gordan coefficients $C$ vanish unless $m_1+m_2=M$. The overall sign of each multiplet is fixed by taking the coefficient with $m_1=j$ in $|JJ\rangle$ to be positive. The Pauli principle is not yet imposed on these states.

The parts below ask which values of $J$ the two electrons can have, how many states there are, and on which assumptions the answer rests.

## Part (a): the coupled states

**Question.** Construct the states $|JJ\rangle$ from the condition $J_+|JJ\rangle=0$. Show that each integer $J$ from $0$ to $2j$ occurs once in the product space.

**Answer.** The condition follows from the identity $J_-J_+=J^2-J_z^2-J_z$. In a state with $J^2=J(J+1)$ and $M=J$, the squared norm of $J_+|JJ\rangle$ is $J(J+1)-J^2-J=0$. Conversely, a state with $M=J$ that is annihilated by $J_+$ has $J^2=J^2_z+J_z=J(J+1)$.

The sum of two half-integers is an integer, so $M$ is an integer. Write

$$|JJ\rangle=\sum_{m=J-j}^{j}c_m\,|m,J-m\rangle .$$

The lower limit comes from $J-m\le j$, the upper one from $m\le j$. With

$$a(m)=\sqrt{(j-m)(j+m+1)}$$

the raising operator $J_+=j_{1+}+j_{2+}$ gives

$$J_+|JJ\rangle=\sum_m c_m\big[a(m)|m+1,J-m\rangle+a(J-m)|m,J-m+1\rangle\big].$$

In the second term replace $m$ by $m+1$, so that both terms contain the same product state. The end terms left over, $m=j$ in the first sum and $m=J-j$ in the second, both carry the factor $a(j)=0$. Hence

$$J_+|JJ\rangle=\sum_{m=J-j}^{j-1}\big[c_m a(m)+c_{m+1}a(J-m-1)\big]|m+1,J-m\rangle .$$

The product states are linearly independent, so each bracket must vanish:

$$c_{m+1}=-\frac{a(m)}{a(J-m-1)}\,c_m .\tag{1}$$

Here both $m$ and $J-m-1$ lie between $J-j$ and $j-1$. For such arguments the two factors under the root in $a$ are at least 1, so both square roots are positive. Equation (1) therefore fixes all coefficients once $c_{J-j}$ is given. For each $J=0,1,\dots,2j$ there is one state $|JJ\rangle$, up to a factor, and none of its coefficients is zero.

Repeated use of $J_-$ produces the other members of the multiplet, because

$$\|J_-|JM\rangle\|^2=J(J+1)-M(M-1)=(J+M)(J-M+1)$$

is positive until $M=-J$ is reached. Each multiplet has $2J+1$ states. States with different $J$ or $M$ are orthogonal, since they belong to different eigenvalues of Hermitian operators. Their total number is

$$\sum_{J=0}^{2j}(2J+1)=2j(2j+1)+(2j+1)=(2j+1)^2 ,$$

which is the number of products $|m_1,m_2\rangle$. The multiplets found fill the space, and each $J$ occurs once.

## Part (b): exchange of the two projections

**Question.** By what factor does $C(m_1,m_2;JM)$ change when $m_1$ and $m_2$ are interchanged?

**Answer.** Let $P$ exchange the electrons, $P|m_1,m_2\rangle=|m_2,m_1\rangle$. It turns $\mathbf j_1$ into $\mathbf j_2$ and the reverse, so it commutes with their sum $\mathbf J$. The state $P|JJ\rangle$ thus has $M=J$ and is annihilated by $J_+$. By part (a) there is one such state, so

$$P|JJ\rangle=s\,|JJ\rangle ,\qquad s=\pm1 ,$$

where the values of $s$ follow from $P^2=1$.

To find the sign, apply $P$ to the expansion and rename $m\to J-m$:

$$P|JJ\rangle=\sum_m c_m|J-m,m\rangle=\sum_m c_{J-m}|m,J-m\rangle .$$

Comparison with $s|JJ\rangle$ gives $c_{J-m}=s\,c_m$. At $m=j$ this connects the two ends of the chain: $c_{J-j}=s\,c_j$. Going from $m=J-j$ to $m=j$ takes $2j-J$ steps of equation (1), and each step reverses the sign. Hence

$$s=(-1)^{2j-J}.$$

For the largest value, $J=2j$, there are no steps. The state is the single product $|j,j\rangle$, which is symmetric, in agreement with $s=+1$.

The sign is the same for all $M$. Since $P$ commutes with $J_-$,

$$P\,J_-|JM\rangle=J_-P|JM\rangle=s\,J_-|JM\rangle ,$$

and the argument can be repeated down the multiplet. In terms of coefficients,

$$P|JM\rangle=\sum_{m_1,m_2}C(m_1,m_2;JM)|m_2,m_1\rangle=\sum_{m_1,m_2}C(m_2,m_1;JM)|m_1,m_2\rangle ,$$

so that

$$C(m_2,m_1;JM)=(-1)^{2j-J}\,C(m_1,m_2;JM).\tag{2}$$

Both coefficients belong to the same state $|JM\rangle$, so the choice of its overall sign does not affect this relation.

## Part (c): the Pauli principle

**Question.** Which values of $J$ are allowed for the two equivalent electrons? Explain why the four-component form of the orbitals does not alter the argument, and express an allowed state in normalized determinants.

**Answer.** An electronic state must satisfy $P=-1$. The operator $(1-P)/2$ keeps the antisymmetric part of any state. By part (b),

$$\frac{1-P}{2}|JM\rangle=\frac{1-(-1)^{2j-J}}{2}|JM\rangle .$$

For half-integer $j$ the number $2j$ is odd, so $(-1)^{2j-J}=-(-1)^{J}$ and

$$\frac{1-P}{2}|JM\rangle=\frac{1+(-1)^J}{2}|JM\rangle .\tag{3}$$

The factor is 1 for even $J$ and 0 for odd $J$. The states $|JM\rangle$ form a basis of the whole product space, so the antisymmetric states are the combinations of those with even $J$. The allowed values are

$$J=0,2,4,\dots,2j-1,$$

each occurring once. The value $2j$ is itself odd and is excluded: its state with $M=2j$ would put both electrons in $m=j$.

A Dirac orbital has a large and a small part with different orbital angular momenta. Both parts have the same $j$ and $m$, and $\mathbf j=\mathbf l+\mathbf s$ acts on each with the same matrix elements $a(m)$. Exchanging the electrons exchanges their positions and all their spinor indices together. Since the radial functions are common to the subshell, the result is the interchange of the labels $m_1$ and $m_2$, which is what $P$ was taken to do.

For the normalization, define the determinants with $m_1>m_2$ by

$$|\{m_1m_2\}\rangle=\frac{|m_1,m_2\rangle-|m_2,m_1\rangle}{\sqrt2}.$$

For even $J$, equation (2) reads $C(m_2,m_1;JM)=-C(m_1,m_2;JM)$, and so $C(m,m;JM)=0$. Collecting the two orders of each pair gives

$$|JM\rangle=\sum_{m_1>m_2}C(m_1,m_2;JM)\big(|m_1,m_2\rangle-|m_2,m_1\rangle\big)=\sqrt2\sum_{m_1>m_2}C(m_1,m_2;JM)\,|\{m_1m_2\}\rangle .\tag{4}$$

The squared norm is $2\sum_{m_1>m_2}C^2=\sum_{m_1,m_2}C^2=1$. The coupled state with even $J$ is already antisymmetric and normalized. The factor $\sqrt2$ appears because each pair is now counted once.

## Part (d): the number of states

**Question.** Count the determinants of two equivalent electrons and compare with the sum of $2J+1$ over the allowed $J$, first for general $j$ and then for $j=1/2$ to $7/2$. What fills the rest of the product space?

**Answer.** Two different projections are chosen from $2j+1$, which gives

$$\binom{2j+1}{2}=\frac{(2j+1)(2j)}{2}=j(2j+1)$$

determinants. The allowed values are $J=2k$ with $k=0,1,\dots,p-1$, where $p=j+\tfrac12$ is the number of multiplets. Then

$$\sum_{k=0}^{p-1}(4k+1)=2p(p-1)+p=p(2p-1)=\left(j+\tfrac12\right)2j=j(2j+1),$$

in agreement. For the four subshells:

| $j$ | allowed $J$ | sum of $2J+1$ | determinants |
|---|---|---|---|
| 1/2 | 0 | 1 | 1 |
| 3/2 | 0, 2 | 1+5 | 6 |
| 5/2 | 0, 2, 4 | 1+5+9 | 15 |
| 7/2 | 0, 2, 4, 6 | 1+5+9+13 | 28 |

The remaining states are symmetric and have $J=1,3,\dots,2j$. Their number is

$$(2j+1)^2-j(2j+1)=(j+1)(2j+1).$$

For $j=7/2$ this is 36, which equals $3+7+11+15$, and $28+36=64=8^2$.

For $j=1/2$ the two electrons fill the subshell, and the one possible state has $J=0$. For larger $j$, the determinants are degenerate as long as the electrons move independently in the central field. A rotationally invariant repulsion, treated to first order within the subshell, gives an energy that depends on $J$ but not on $M$. The level then splits into at most $j+\tfrac12$ levels, which means four for $j=7/2$.

## Part (e): a count without coupling coefficients

**Question.** Let $N(M)$ be the number of determinants with $m_1+m_2=M$. Find $N(M)$ for $0\le M\le 2j$, and recover the allowed $J$ from it. Give the numbers for $j=7/2$.

**Answer.** A multiplet $J$ contributes one state to each $M$ with $|M|\le J$. Going from $M=J+1$ to $M=J$ therefore adds the multiplets with that $J$ and no others, so their number is $N(J)-N(J+1)$.

To count determinants, let $m_1$ be the larger projection. The condition $m_1>m_2=M-m_1$ means $m_1>M/2$, and $m_1$ runs up to $j$. The other bound, $m_2\ge-j$, is then satisfied because $M\ge0$.

- If $M$ is even, $M/2$ is an integer and the smallest half-integer above it is $M/2+\tfrac12$. This gives $N(M)=j-M/2+\tfrac12$.
- If $M$ is odd, $M/2$ is itself a half-integer. The choice $m_1=m_2=M/2$ is forbidden, so $m_1$ starts at $M/2+1$ and $N(M)=j-M/2$.

At $M=2j+1$, which is even, the first formula gives zero, as it should, so it may be used there as well. For even $J$,

$$N(J)-N(J+1)=\left(j-\frac J2+\frac12\right)-\left(j-\frac{J+1}{2}\right)=1,$$

and for odd $J$,

$$N(J)-N(J+1)=\left(j-\frac J2\right)-\left(j-\frac{J+1}{2}+\frac12\right)=0 .$$

This is a second proof of the rule. It shows where the odd values are lost: a pair of equal projections can occur at odd $M$ but not at even $M$, and the Pauli principle removes it.

For $j=7/2$ the numbers are

$$N(0),N(1),\dots,N(7)=4,\;3,\;3,\;2,\;2,\;1,\;1,\;0 .$$

Reading from the right, $N$ increases by one at $M=6,4,2,0$. These are the four allowed values of $J$. At $M=6$ the one determinant is $\{7/2,5/2\}$, and at $M=5$ it is $\{7/2,3/2\}$. The latter must be the $M=5$ member of the $J=6$ multiplet, which leaves no determinant for $J=5$.

## Part (f): one forbidden and one allowed state

**Question.** For $j=7/2$ calculate the coefficients of $|5\,5\rangle$ and $|4\,4\rangle$, and show what antisymmetrization does to each.

**Answer.** The squares needed in equation (1) are

$$a^2(\tfrac12)=3\cdot5=15,\qquad a^2(\tfrac32)=2\cdot6=12,\qquad a^2(\tfrac52)=1\cdot7=7 .$$

For $J=5$ the projection $m$ of electron 1 takes the values $3/2,5/2,7/2$. Start with $c_{3/2}=1$. Then

$$c_{5/2}=-\frac{a(3/2)}{a(5/2)}=-\sqrt{\frac{12}{7}},\qquad c_{7/2}=-\frac{a(5/2)}{a(3/2)}\,c_{5/2}=1 .$$

The sum of squares is $1+12/7+1=26/7$. After division by its root,

$$(c_{3/2},c_{5/2},c_{7/2})=\left(\sqrt{\tfrac{7}{26}},-\sqrt{\tfrac{6}{13}},\sqrt{\tfrac{7}{26}}\right)=(0.519,-0.679,0.519).$$

Two sign changes make the ends equal. Under antisymmetrization the products $|3/2,7/2\rangle$ and $|7/2,3/2\rangle$ cancel each other, and $|5/2,5/2\rangle$ cancels by itself. Nothing remains.

For $J=4$ the values are $m=1/2,3/2,5/2,7/2$. Starting with $c_{1/2}=1$,

$$c_{3/2}=-\frac{a(1/2)}{a(5/2)}=-\sqrt{\frac{15}{7}},\qquad c_{5/2}=-\frac{a(3/2)}{a(3/2)}\,c_{3/2}=\sqrt{\frac{15}{7}},$$

$$c_{7/2}=-\frac{a(5/2)}{a(1/2)}\,c_{5/2}=-1 .$$

The sum of squares is $2+30/7=44/7$. The convention $c_{7/2}>0$ requires a reversal of all signs, which gives

$$(c_{1/2},c_{3/2},c_{5/2},c_{7/2})=(-0.399,\;0.584,\;-0.584,\;0.399),$$

with squares $7/44,15/44,15/44,7/44$. Three sign changes make the ends opposite, and the state is antisymmetric as it stands. Equation (4) turns it into

$$|4\,4\rangle=\sqrt{\tfrac{7}{22}}\,|\{\tfrac72\tfrac12\}\rangle-\sqrt{\tfrac{15}{22}}\,|\{\tfrac52\tfrac32\}\rangle ,$$

whose probabilities add to $7/22+15/22=1$.

## Part (g): when the assumptions change

**Question.** What becomes of the rule (i) if the electrons are in two different subshells $a$ and $b$ of equal $j$, and (ii) if the half-integer $j$ is replaced by an integer orbital angular momentum $l$?

**Answer.** (i) The subshell label now distinguishes the orbitals. For every $J$ from 0 to $2j$ one can form

$$\Psi_{JM}=\frac1{\sqrt2}\sum_{m_1,m_2}C(m_1,m_2;JM)\big(|am_1,bm_2\rangle-|bm_2,am_1\rangle\big).$$

The two parts are orthogonal because $a\ne b$, so the norm is 1 for even and odd $J$ alike. Let $|ab;JM\rangle$ be the coupled state with electron 1 in $a$ and electron 2 in $b$. Equation (2) applied to the second part gives

$$\Psi_{JM}=\frac{|ab;JM\rangle+(-1)^J|ba;JM\rangle}{\sqrt2}.$$

For odd $J$ the coefficients are symmetric in the projections $m_1,m_2$ and the subshell labels carry the antisymmetry. If $b$ is set equal to $a$, the combination vanishes for odd $J$. For even $J$ it becomes $\sqrt2\,|aa;JM\rangle$, which is an allowed state once it is normalized again. The rule of part (c) returns. For $j=7/2$ in both subshells there are $8\cdot8=64$ determinants, which is the sum of $2J+1$ over $J=0,1,\dots,7$. The rule thus restricts a configuration of equivalent electrons. It does not forbid levels of odd $J$ in an atom with two valence electrons.

(ii) Parts (a) and (b) hold for integer $l$ too, with total $L$ in place of $J$. Now $2l$ is even, the exchange sign is $(-1)^L$, and the antisymmetric states have odd $L$. For $l=2$ there are $5\cdot4/2=10$ of them, with $L=1$ and $L=3$, since $3+7=10$. The other $25-10=15$ orbital states are symmetric, with $L=0,2,4$.

This is no conflict with part (c), because an orbital state is not yet an electronic state. It must be joined to a spin state of opposite symmetry. By the results for $j=1/2$, the three spin states with $S=1$ are symmetric and the one with $S=0$ is antisymmetric. Two $d$ electrons that share $n$ and $l$, but not necessarily $\kappa$, then have $10\cdot3+15\cdot1=45$ states. In jj coupling the same number of states is divided among two electrons in $d_{3/2}$, two in $d_{5/2}$, and one in each: $6+15+4\cdot6=45$. The two sets span the same space in the non-relativistic limit, where $d_{3/2}$ and $d_{5/2}$ share one radial function. With Dirac orbitals the radial functions differ, but the count is unchanged.
